# Nonnegative Subgap Density from Photocapacitance by Tikhonov Regularization and the Discrepancy Principle

## Physical situation

A film of an n-type amorphous semiconductor is depleted under a rectifying contact. Electrons trapped deep in the gap stay where they are in the dark. Light of photon energy $w$ lifts some of them into the conduction band, the field sweeps them out, and the gain in net positive charge narrows the depletion layer and raises its capacitance. The capacitance at many photon energies therefore carries information on $g(\varepsilon)$, the density of filled states per unit energy at depth $\varepsilon$ below the conduction edge. The data are noisy, each photon energy empties a whole range of depths, and $g$ cannot be negative. How is $g$ to be recovered, and how fine a structure in it can be believed?

Energies are in eV, densities in $10^{16}\ \mathrm{cm^{-3}}$, written $u$ below, and capacitances are per unit area. The parameters are round model values and represent no particular material.

## Forward model

**Charge from capacitance.** Let $N$ be the net positive charge density, in units of the elementary charge $q$, uniform over the depletion width $W$. In the dark $N=N_d$; after exposure $N=N_d+n$, where $n$ is the density of emptied states. The field vanishes at the depletion edge, so Poisson's equation gives its magnitude at distance $x$ from the contact as $qN(W-x)/\epsilon_s$, with $\epsilon_s$ the permittivity. Its integral is the band bending:

$$V=\int_0^W\frac{qN(W-x)}{\epsilon_s}\,dx=\frac{qNW^2}{2\epsilon_s}.$$

The capacitance probe moves the edge by $\delta W$. Traps beyond the edge are still filled, so the newly uncovered charge is $\delta Q=qN_d\,\delta W$, not $qN\,\delta W$. It raises the field by $\delta Q/\epsilon_s$ over the width $W$, hence $\delta V=W\,\delta Q/\epsilon_s$ and $C=\delta Q/\delta V=\epsilon_s/W$. The strip density has cancelled. Inserting $W=\epsilon_s/C$ in $V$ gives $C^2=q\epsilon_sN/(2V)$. Subtracting the dark value at the same $V$,

$$n=\frac{2V}{q\epsilon_s}\left(C^2-C_{\rm dark}^2\right).$$

No small-signal expansion in $n$ was made. The relation requires an abrupt edge, uniform charge, and a film thicker than $W$. A gate insulator in series would have to be removed from the data first.

**Cross-section.** Take a zero-range trap, neutral when empty, and a parabolic band of mass $m^*$. The bound state is $\psi=\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$ with $\varepsilon=\hbar^2\kappa^2/2m^*$. For a field $E_0\cos\omega t$ along $z$, the golden rule gives the rate $(2\pi/\hbar)(qE_0/2)^2S$, where $S=\sum_f|z_{fi}|^2\delta(E_f-E_i-w)$. The photon flux is $\tfrac12n_rc\epsilon_0E_0^2/w$ for refractive index $n_r$, with the local-field factor set to one. Their ratio is

$$\sigma=\frac{\pi q^2w}{\hbar c\epsilon_0n_r}S=\frac{4\pi^2\alpha_{\rm fs}w}{n_r}S,\qquad \alpha_{\rm fs}=\frac{q^2}{4\pi\epsilon_0\hbar c}.$$

The dipole operator leads from the s-state to p-waves, which a zero-range potential does not disturb, so free waves may be used. A trap left positively charged would attract the outgoing electron and change the threshold law. The Fourier transform of $\psi$ is $\sqrt{\kappa/2\pi}\;4\pi/(k^2+\kappa^2)$. Multiplication by $z$ becomes $i\,\partial/\partial k_z$, and therefore

$$|z_{fi}|^2=\frac{\kappa}{2\pi}\,\frac{16\pi^2\cdot4k_z^2}{(k^2+\kappa^2)^4}=\frac{32\pi\kappa k_z^2}{(k^2+\kappa^2)^4}.$$

The angular average of $k_z^2$ is $k^2/3$. The density of final states, without a spin factor because spin is conserved, is $km^*/(2\pi^2\hbar^2)$. Thus

$$S=\frac{16\,m^*\kappa k^3}{3\pi\hbar^2(k^2+\kappa^2)^4}.$$

Energy conservation gives $k^2+\kappa^2=2m^*w/\hbar^2$, and $\kappa k^3=(2m^*/\hbar^2)^2\sqrt\varepsilon\,(w-\varepsilon)^{3/2}$. Four powers of $2m^*/\hbar^2$ below and two above leave $(\hbar^2/2m^*)^2$, so

$$\sigma(w,\varepsilon)=\frac{16\pi\alpha_{\rm fs}}{3n_r}\frac{\hbar^2}{m^*}\frac{\sqrt\varepsilon\,(w-\varepsilon)^{3/2}}{w^3}\qquad(w>\varepsilon),$$

and zero for $w\le\varepsilon$. A radial quadrature of the dipole integral confirms this formula at three pairs $(w,\varepsilon)$.

This is a model law. With the effective mass of 0.3 electron masses used in the example, the decay length $1/\kappa$ is only 0.2 to 0.4 nm at depths of 1.0 to 2.8 eV. That is comparable with a bond length, where an effective-mass description is doubtful. The formula also neglects the field in the layer, which allows some emission below threshold by tunnelling. For a real trap, $\sigma$ has to be measured or computed for that trap.

**Emptying.** Without recapture, the emptied fraction $p$ grows with fluence $\Phi$ as $dp/d\Phi=\sigma(1-p)$, so $p=1-e^{-\Phi\sigma}$. The fluence is taken as uniform over the depletion layer. Light reflected at the contact interferes with the incoming light and changes the fluence in the layer, even when the layer is thin compared with the wavelength. In a measurement this must be included in the kernel. With the traps refilled before each exposure,

$$n(w)=\int g(\varepsilon)\left[1-e^{-\Phi\sigma(w,\varepsilon)}\right]d\varepsilon.$$

This is linear in $g$ at any fluence, although it is nonlinear in $\Phi$.

Two limits show what the inversion has to undo. For very large $\Phi$ the bracket is a unit step at $\varepsilon=w$, and $dn/dw=g(w)$. For small $\Phi$ it is $\Phi\sigma\propto(w-\varepsilon)^{3/2}$ near threshold. Convolution with $x^{3/2}$ damps a ripple of wavenumber $k$ in energy as $k^{-5/2}$, against $k^{-1}$ for the step. At any finite fluence the bracket still starts as $x^{3/2}$, so the faster damping returns for ripples much finer than the energy range over which the bracket rises. Undoing the damping amplifies the noise by the inverse factor.

## Discrete problem

Divide the depth range into bins of width $h$ with constant density $g_j$. If the capacitance noise has standard deviation $s_C$, differentiating $n$ with respect to $C$ gives its noise:

$$s_i=\frac{4V}{q\epsilon_s}C_is_C.$$

This assumes independent Gaussian noise and a dark capacitance averaged until its own error is negligible. Dividing each row by $s_i$ gives data of unit variance:

$$b_i=\frac{n_i}{s_i},\qquad A_{ij}=\frac1{s_i}\int_{{\rm bin}\ j,\ \varepsilon<w_i}\left[1-e^{-\Phi\sigma(w_i,\varepsilon)}\right]d\varepsilon.$$

The roughness operator is $(Lg)_j=\sqrt h\,(g_j-2g_{j+1}+g_{j+2})/h^2$, so that $\|Lg\|^2$ approximates $\int(g'')^2d\varepsilon$. The estimate $g_\alpha$ minimizes

$$J(g)=R(g)+\alpha P(g),\quad R=\|Ag-b\|^2,\quad P=\|Lg\|^2,\quad g\ge0.$$

This is a nonnegative least-squares problem with $A$ stacked on $\sqrt\alpha L$ and $b$ stacked on zeros.

**Optimality.** Let $\eta=A^T(Ag-b)+\alpha L^TLg$, half the gradient of $J$. At a minimum no component can be raised with profit, so $\eta_j\ge0$. A positive component can also be lowered, so there $\eta_j=0$. These conditions also suffice. For any admissible $g'$,

$$J(g')-J(g)=2\eta\cdot(g'-g)+\|A(g'-g)\|^2+\alpha\|L(g'-g)\|^2,$$

and $\eta\cdot g=0$ leaves $2\eta\cdot g'\ge0$ plus squares. If $A$ and $L$ share no null vector, the squares vanish only for $g'=g$ and the minimizer is unique. The stacked matrix does have full column rank in the example.

## Choosing the strength

At the true density, the squared residual is a sum of $m$ squares of unit Gaussian variables. Each has mean 1 and variance $3-1=2$, so the sum has mean $m$ and standard deviation $\sqrt{2m}$. The discrepancy principle used here, with a margin of one standard deviation, is

$$R(g_\alpha)=T,\qquad T=m+\sqrt{2m}.$$

A bracketed search needs $R(g_\alpha)$ to be continuous in $\alpha$. If it is also monotone, the two ends of the search range decide whether a root exists between them. For $\alpha_1<\alpha_2$ with minimizers $g_1,g_2$,

$$R_1+\alpha_1P_1\le R_2+\alpha_1P_2,\qquad R_2+\alpha_2P_2\le R_1+\alpha_2P_1.$$

Adding these gives $(\alpha_2-\alpha_1)(P_2-P_1)\le0$, so $P_2\le P_1$. The first inequality then gives $R_1-R_2\le\alpha_1(P_2-P_1)\le0$. The residual cannot fall and the roughness cannot rise as $\alpha$ grows.

For continuity, let $H_\alpha=A^TA+\alpha L^TL$. The optimality conditions imply $(H_{\alpha_1}g_1-A^Tb)\cdot(g_2-g_1)\ge0$, and the same with 1 and 2 exchanged. Adding them and writing $H_{\alpha_2}=H_{\alpha_1}+(\alpha_2-\alpha_1)L^TL$ gives

$$(g_2-g_1)^TH_{\alpha_1}(g_2-g_1)\le(\alpha_1-\alpha_2)\,(L^TLg_2)\cdot(g_2-g_1).$$

Since $H_{\alpha_1}$ is positive definite, $g_1\to g_2$ as $\alpha_1\to\alpha_2$.

If two strengths give the same residual, the first inequality of the pair gives $P_1\le P_2$, hence $P_1=P_2$, and uniqueness gives $g_1=g_2$. The selected density is therefore unique whenever a root exists.

## Pseudocode

```
input: w[i], C[i], C_dark, s_C, V, fluence, depth bins
n[i] = 2V/(q eps) * (C[i]^2 - C_dark^2)
s[i] = 4V/(q eps) * C[i] * s_C
A[i,j] = integral of emptied fraction over bin j, / s[i]
b[i] = n[i]/s[i];  T = m + sqrt(2m)

function fit(alpha):
    g = NNLS([A; sqrt(alpha) L], [b; 0])
    return g, |A g - b|^2

if residual(alpha_min) >= T: report "no root: misfit"; stop
if residual(alpha_max) <= T: report "no root: nearly straight g fits"; stop
find log(alpha) in the bracket with residual = T
check eta >= 0 and eta = 0 where g > 0
repeat on synthetic data to measure resolution
```

**Cost.** For $N_b$ bins, storage is of order $(m+N_b)N_b$. An active-set step solves a dense least-squares problem in the currently positive bins, which by orthogonal factorization takes at most of order $(m+N_b)N_b^2$ operations. The total is this cost times the number of active-set steps and the number of trial strengths.

**Stability.** With more bins than data, $A$ alone has a null space, so the search should start at a small positive $\alpha$ rather than at zero. Solvers that form $A^TA$ square the condition number; an orthogonal factorization of the stacked matrix avoids this. The optimality check should use a tolerance relative to the largest $|A^Tb|$; $10^{-6}$ is met in the example.

## Worked example

The synthetic density has two Gaussian bands: $1.0\,u$ centred at 1.5 eV with standard deviation 0.12 eV, and $2.0\,u$ at 2.1 eV with 0.15 eV. There are $m=50$ photon energies from 1.04 to 3.00 eV and 60 bins of 0.03 eV from 1.00 to 2.80 eV. The data come from a continuous quadrature rather than from $A$, so the inversion is not handed its own discretization.

With $N_d=10\,u$, $V=5$ V and relative permittivity 10, the dark width is 235 nm and $C_{\rm dark}=37.664\ \mathrm{nF/cm^2}$. The noise is 0.05% of this. At $w=1.84$ eV the measured value is $C=39.477\ \mathrm{nF/cm^2}$. Since $2V/(q\epsilon_s)=N_d/C_{\rm dark}^2$,

$$n=10\left[\left(\frac{39.477}{37.664}\right)^2-1\right]u\approx0.986\,u,$$

$$s=2\times10\times\frac{39.477}{37.664}\times0.0005\,u\approx0.0105\,u.$$

The fluence is $10^{18}\ \mathrm{cm^{-2}}$. With $n_r=2$, at $w=2.5$ eV and $\varepsilon=1.5$ eV, $\sigma=1.22\times10^{-17}\ \mathrm{cm^2}$, so $\Phi\sigma\approx12$ and such states are practically all emptied. Scaling this value with the cross-section formula, half emptying at that depth, $\Phi\sigma=\ln2$, needs an excess energy of about 0.06 eV.

**Plain differentiation.** Taking $dn/dw$ as the density puts the peaks at 1.60 and 2.20 eV on the 0.04 eV grid, with a relative error of 0.43. Both are too deep. Without noise the shifts are about 0.06 and 0.10 eV, so part of the shift of the lower peak in this sample is noise. Errors of a density are norms of the deviation divided by the norm of the true density. Noise explains little of this. A central difference has noise $\sqrt2\times0.0105/0.08\approx0.19\,u/\mathrm{eV}$, while the root-mean-square density over the sampled range is about $2.2\,u/\mathrm{eV}$, a ratio near 0.09. The rest comes mainly from the delayed threshold, which the kernel in $A$ takes into account.

**Regularized result.** The target is $T=50+\sqrt{100}=60$, reached at $\alpha=0.0152\ \mathrm{eV^5}u^{-2}$. The discretization error is at most 0.123 noise units per datum, so its own sum of squares is below $50\times0.123^2\approx0.8$, small beside the margin of 10. The recovered maxima lie in the bins at 1.495 and 2.095 eV, which contain the true centres. Their heights are 3.04 and 5.11 $u/\mathrm{eV}$, against true bin values of 3.32 and 5.31. The lowering has the sign expected of smoothing, though one noise sample cannot separate bias from noise. The contents below and above 1.81 eV are 1.044 and 1.952 $u$, against 1.048 and 1.952 $u$. The relative error is 0.049. At the same $\alpha$ without the sign constraint, the density falls to $-0.20\,u/\mathrm{eV}$.

Over 20 noise samples the mean error is 0.047 at the selected strength, 0.27 at $10^{-4}$ times it and 0.54 at $10^4$ times it. This shows that the choice lies between under- and oversmoothing, not that it is optimal.

## Resolution

**Local response.** Let $\mathcal P$ be the set of positive bins. There $\eta=0$, so

$$g_{\mathcal P}=\left(A_{\mathcal P}^TA_{\mathcal P}+\alpha L_{\mathcal P}^TL_{\mathcal P}\right)^{-1}A_{\mathcal P}^Tb.$$

A unit density added in bin $j$ changes $b$ by the column $A_j$. As long as $\mathcal P$ and $\alpha$ stay fixed, the recovered density changes by the same expression with $b$ replaced by $A_j$. Solving again with slightly perturbed data confirms this. For this noise sample the full widths at half maximum are 0.23 eV at 1.5 eV and 0.26 eV at 2.1 eV; they change by about 0.02 eV between samples, because $\alpha$ and $\mathcal P$ change.

**Two lines.** These widths belong to one density and one $\alpha$. A more direct test uses two lines of $1.0\,u$ each, with standard deviation 0.03 eV, placed symmetrically about 1.795 eV. They count as resolved if the midpoint density is below 80% of the lower side maximum. The separations tried are 0.09, 0.15, 0.21, 0.33 and 0.60 eV. Each case has eight noise samples, and $\alpha$ is selected anew for each.

- At 0.05% noise, no pair is resolved at 0.09 eV separation and all are at 0.15 eV and above.
- At 0.50% noise, none is resolved up to 0.21 eV, and one sample at 0.15 eV has no root. At 0.33 eV six are, one is not, and one sample has no root. At 0.60 eV all eight are resolved.

Eight samples give only rough rates; other noise draws change the counts, most at 0.33 eV and 0.50% noise. These lines are as narrow as a bin. At 0.05% noise their discretization error reaches about 0.8 noise units in single data. At 0.09 eV even the exact bin averages have a midpoint ratio of 0.75, barely under the criterion. The lower noise resolves 0.15 eV, less than the local widths found for the broad bands. There is no contradiction, since the density, $\alpha$ and $\mathcal P$ all differ. A resolution should accordingly be quoted with the signal, noise and criterion for which it was measured.

## Failure modes

**Wrong noise level.** If the noise is understated by a factor $f$, $A$ and $b$ both grow by $f$ and the squared residual by $f^2$. Minimizing $f^2R+\alpha P$ is the same as minimizing $R+(\alpha/f^2)P$, so this is equivalent to lowering the target to $T/f^2$ with the rescaled strength $\alpha/f^2$. By monotonicity the fit is undersmoothed. The root disappears once

$$f\ge\sqrt{T/R_{\min}},$$

where $R_{\min}$ is the residual, with the correct noise, at the smallest rescaled strength searched, here $10^{-8}\ \mathrm{eV^5}u^{-2}$. Over the 20 samples $R_{\min}$ runs from 12.3 to 32.8, far below $m=50$, because a nearly free density follows much of the noise. The critical factor therefore runs from $\sqrt{60/32.8}\approx1.35$ to $\sqrt{60/12.3}\approx2.21$. At $f=2$ three samples keep a root, and their mean error rises from 0.053 to 0.51. At $f=10$ none keeps one. A missing root is a useful alarm, although it can also occur by chance with the correct noise, as in the two-line test. An existing root does not certify the noise estimate. Overstated noise raises the effective target and oversmooths.

**Error in the dark capacitance.** It shifts all $n_i$ together, so the noise is no longer independent. The data must then be whitened with the full covariance matrix.

**Thermal emission.** For an attempt rate of $10^{12}\ \mathrm{s^{-1}}$ at 300 K, a state at 1.0 eV empties in about $6.3\times10^4$ s, against an exposure of 100 s. The time falls exponentially with decreasing depth and equals the exposure time at about 0.83 eV. Much shallower states empty thermally and cannot be measured in this way.

**Recapture near the depletion edge.** The free-electron density falls as $N_de^{-\phi/k_BT}$, where $\phi$ is the band bending measured from the depletion edge, in eV. With capture coefficient $c$ and exposure time $t$, emptied traps refill roughly where $\phi<k_BT\ln(cN_dt)$. For $c=10^{-8}\ \mathrm{cm^3\,s^{-1}}$, $t=100$ s and 300 K this is 0.65 eV. This $c$ and the attempt rate above are separate round values. Detailed balance ties them, the attempt rate being about $cN_c$ with $N_c$ the effective density of band states, and for a parabolic band of 0.3 electron masses this $c$ would give about $4\times10^{10}\ \mathrm{s^{-1}}$. Both energy estimates depend only on the logarithm of these values. Since $\phi$ grows as the square of the distance from the edge, the refilled strip takes up $\sqrt{0.65/5}\approx0.36$ of the width when $n\ll N_d$. Charge at distance $x$ from the contact contributes to $V$ in proportion to $x$, so the $n$ deduced from the capacitance is only about $(1-0.36)^2\approx0.41$ of the density emptied in the rest of the layer. The example leaves this effect out; in a measurement it must be estimated before the magnitude of $g$ is trusted.

**Refilling from the valence band.** With gap $E_g$, photons with $w>E_g-\varepsilon$ can lift a valence electron into an emptied state. For states deeper than mid-gap, $\varepsilon>E_g/2$, this includes every photon energy that empties them. The model neglects the process. With photons up to 3.00 eV, states at 2.1 eV escape it entirely only if $E_g$ exceeds 5.1 eV. In a film with a narrower gap, refilling can lower $n$ strongly and has to be included in the model before $g$ is interpreted.

**States outside the window.** Light would also empty filled states just outside the bins, both those deeper than 2.80 eV and those shallower than 1.00 eV that have not yet emptied thermally. The example has practically none of either. In a measurement, the bins should extend from the depth at which thermal emission empties the states during the exposure to the largest photon energy. Otherwise the charge from the missing states is assigned to the wrong depths or spoils the fit.

**Wrong threshold law.** An incorrect $\sigma$ displaces the recovered energies. Where $R_{\min}$ lies well below $T$, as for the broad bands of the example, the fit has freedom to absorb part of such an error, and an acceptable residual does not prove the cross-section right. Repeating the measurement at another fluence helps, because the same $g$ must then fit a kernel of different shape.

The full set of values is in the numerical output that follows.

## Table of computed values

```
effective mass / electron mass: 0.3; refractive index: 2.0
relative permittivity: 10.0; band bending: 5.0 V
donor density: 10.0 x1e16 cm^-3
fluence: 1.00e+18 cm^-2; flux: 1.0e+16 cm^-2 s^-1
exposure: 100 s; thermal emission time at 1.0 eV, 300 K, attempt rate 1e12 s^-1: 6.30e+04 s
cross-section at w=2.5, depth=1.5 eV: 1.217e-17 cm^2
dark depletion width: 235.1 nm
dark capacitance: 37.664 nF/cm^2
capacitance noise: 0.01883 nF/cm^2
true band: content 1.0 x1e16 cm^-3, center 1.5 eV, sigma 0.12 eV
true band: content 2.0 x1e16 cm^-3, center 2.1 eV, sigma 0.15 eV
depth bins: 60 of 0.03 eV from 1.00 to 2.80 eV
photon energies: 50 from 1.04 to 3.00 eV
w=1.44 eV: C=38.021 nF/cm^2, n=0.1903, noise=0.0101 (x1e16 cm^-3)
w=1.84 eV: C=39.477 nF/cm^2, n=0.9857, noise=0.0105 (x1e16 cm^-3)
w=2.24 eV: C=41.440 nF/cm^2, n=2.1053, noise=0.0110 (x1e16 cm^-3)
w=3.00 eV: C=42.922 nF/cm^2, n=2.9867, noise=0.0114 (x1e16 cm^-3)
largest discretization error / noise: 0.123
target squared residual: 60.00; reached: 60.00
selected alpha: 1.523e-02 eV^5 (1e16 cm^-3)^-2
depth 1.195 eV: true 0.133, recovered 0.108 x1e16 cm^-3 eV^-1
depth 1.345 eV: true 1.446, recovered 1.629 x1e16 cm^-3 eV^-1
depth 1.495 eV: true 3.315, recovered 3.038 x1e16 cm^-3 eV^-1
depth 1.645 eV: true 1.658, recovered 1.722 x1e16 cm^-3 eV^-1
depth 1.795 eV: true 0.841, recovered 0.883 x1e16 cm^-3 eV^-1
depth 1.945 eV: true 3.123, recovered 3.185 x1e16 cm^-3 eV^-1
depth 2.095 eV: true 5.307, recovered 5.105 x1e16 cm^-3 eV^-1
depth 2.245 eV: true 3.333, recovered 3.494 x1e16 cm^-3 eV^-1
depth 2.395 eV: true 0.773, recovered 0.811 x1e16 cm^-3 eV^-1
recovered peaks: 1.495 and 2.095 eV
content below/above 1.81 eV, recovered: 1.044, 1.952 x1e16 cm^-3
content below/above 1.81 eV, true: 1.048, 1.952 x1e16 cm^-3
relative error of recovered density: 0.049
differentiation: error 0.425, peaks 1.60 and 2.20 eV
minimum without sign constraint: -0.2024 x1e16 cm^-3 eV^-1
local response full width at 1.5 and 2.1 eV: 0.230, 0.263 eV
ensemble: 20 samples, 0 without a root
mean relative error at 1e-4, 1, 1e4 times selected alpha: 0.268, 0.047, 0.539
squared residual at alpha=1e-8: mean 22.46, range 12.30 to 32.83
understatement factor that removes the root: 1.35 to 2.21
noise understated by 2: 3 of 20 samples keep a root
their mean relative error: 0.053 with correct noise, 0.505 with understated noise
noise understated by 10: 20 of 20 samples without a root
two-line test: center 1.795 eV, 1.0 x1e16 cm^-3 per line, sigma 0.03 eV, 8 samples
separation 0.09 eV: resolved 0 (no root 0) at noise 0.05 %, 0 (no root 0) at 0.50 %
separation 0.15 eV: resolved 8 (no root 0) at noise 0.05 %, 0 (no root 1) at 0.50 %
separation 0.21 eV: resolved 8 (no root 0) at noise 0.05 %, 0 (no root 0) at 0.50 %
separation 0.33 eV: resolved 8 (no root 0) at noise 0.05 %, 6 (no root 1) at 0.50 %
separation 0.60 eV: resolved 8 (no root 0) at noise 0.05 %, 8 (no root 0) at 0.50 %
```
